# Width and Peak Rate of a Diffusive A + B Reaction Front

Two solutions of equal concentration $c_0$ meet at $x=0$ at time $t=0$. The left one contains A, the right one B, and both species diffuse with the same coefficient $D$. Where they meet they react as A + B → C, with C inert. In the mean-field description the number of reactions per volume and time is $R=k\,ab$, where $a$ and $b$ are local concentrations and $k$ is a constant. Thus

$$a_t=Da_{xx}-kab,\qquad b_t=Db_{xx}-kab .$$

Subscripts denote derivatives. Subtraction removes the reaction: $u=a-b$ obeys $u_t=Du_{xx}$, starting from $+c_0$ on the left and $-c_0$ on the right. Hence

$$u=-c_0\,\mathrm{erf}\!\left(\frac{x}{\sqrt{4Dt}}\right),\qquad J\equiv -Du_x(0,t)=c_0\sqrt{\frac{D}{\pi t}} .$$

At late times the reactants hardly coexist, so $a\approx u$ on the left and $b\approx -u$ on the right. Each species then arrives at the middle with flux $J\propto t^{-1/2}$.

The reaction zone has a small width $w$. Because the concentration slope outside it is $J/D$, both concentrations inside are of size $Jw/D$. The zone must consume what arrives:

$$k\left(\frac{Jw}{D}\right)^2 w\sim J\quad\Longrightarrow\quad w^3\sim\frac{D^2}{kJ}\propto t^{1/2}.$$

So $w\propto t^{1/6}$. The local rate is of size $J/w\propto t^{-1/2-1/6}=t^{-2/3}$. The zone widens because a weaker supply leaves fewer reactants in it, and they must diffuse further into each other before they react. These are the Galfi–Racz exponents.

This balance cannot hold from the start. When $kc_0t\ll1$, little has reacted and the species simply interpenetrate. With $s=x/\sqrt{4Dt}$,

$$R\approx k\,\frac{c_0}{2}\mathrm{erfc}(s)\,\frac{c_0}{2}\mathrm{erfc}(-s)=\frac{kc_0^2}{4}\left[1-\mathrm{erf}^2(s)\right].$$

The early peak is constant and the early width grows as $t^{1/2}$. The scaling law belongs to the opposite regime, $kc_0t\gg1$.

Now let A have diffusivity $D_a$ and initial concentration $a_0$, and B have $D_b$ and $b_0$:

$$a_t=D_aa_{xx}-kab,\qquad b_t=D_bb_{xx}-kab .$$

The medium is unbounded, $k$ and the diffusivities are constant, and there is no flow. The difference $a-b$ no longer obeys a closed diffusion equation, and the front may move. The late-time solution is built from two regions: an outer one, where one reactant is absent, and a thin inner one, where both are present. This is a formal leading-order matching, not a rigorous convergence proof.

Seen from outside, the front is a point $x_f(t)$ at which both concentrations vanish. The outer problem contains no fixed length, so we seek profiles that depend on $\eta=x/\sqrt t$ and a front at fixed $\eta$, written $x_f=2\lambda\sqrt t$. On the left, $a=f(\eta)$ gives $a_t=-\eta f'/(2t)$ and $a_{xx}=f''/t$, so

$$D_af''+\frac{\eta}{2}f'=0,\qquad f'\propto e^{-\eta^2/(4D_a)} .$$

Integrating, with $a\to a_0$ far to the left and $a=0$ at the front, and treating B likewise, gives

$$a=a_0\left[1-\frac{\mathrm{erfc}(-x/\sqrt{4D_at})}{\mathrm{erfc}(-\lambda/\sqrt{D_a})}\right],\qquad
b=b_0\left[1-\frac{\mathrm{erfc}(x/\sqrt{4D_bt})}{\mathrm{erfc}(\lambda/\sqrt{D_b})}\right].$$

The first holds for $x<x_f$, the second for $x>x_f$. One A is consumed with each B. Since both concentrations vanish at the front, its motion sweeps up no reactant at this order, and the diffusive fluxes $-D_aa_x$ and $D_bb_x$ must be equal there. Differentiation uses

$$\frac{d}{dx}\mathrm{erfc}\!\left(\frac{-x}{\sqrt{4D_at}}\right)=\frac{e^{-x^2/(4D_at)}}{\sqrt{\pi D_at}} .$$

At $x=2\lambda\sqrt t$ the exponent is $-\lambda^2/D_a$. Writing the common flux as $J=j_0/\sqrt t$, we get

$$\sqrt\pi\,j_0=a_0\sqrt{D_a}\;g\!\left(-\frac{\lambda}{\sqrt{D_a}}\right)=b_0\sqrt{D_b}\;g\!\left(\frac{\lambda}{\sqrt{D_b}}\right),\qquad g(y)=\frac{e^{-y^2}}{\mathrm{erfc}(y)} .$$

This fixes $\lambda$ uniquely. To see why, put $p=y+s$ in $\mathrm{erfc}(y)=(2/\sqrt\pi)\int_y^\infty e^{-p^2}dp$:

$$\frac1{g(y)}=e^{y^2}\mathrm{erfc}(y)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2-2ys}\,ds .$$

The integral falls from infinity to zero as $y$ runs from $-\infty$ to $\infty$, so $g$ rises from zero to infinity. The A side of the flux condition therefore falls with $\lambda$ while the B side rises, and they cross once. At $\lambda=0$, $g=1$. Hence the front moves into B if $a_0\sqrt{D_a}>b_0\sqrt{D_b}$, into A if the inequality is reversed, and has no displacement proportional to $\sqrt t$ if the two are equal. For equal diffusivities $D$ the exponentials cancel, leaving $a_0(1-\mathrm{erf}\,q)=b_0(1+\mathrm{erf}\,q)$ with $q=\lambda/\sqrt D$, or

$$\mathrm{erf}\!\left(\frac{\lambda}{\sqrt D}\right)=\frac{a_0-b_0}{a_0+b_0} .$$

The rate constant is absent from $\lambda$ and $J$: at late times supply by diffusion limits the total consumption. What $k$ controls is the thickness of the zone.

To resolve that zone, let $y=x-x_f$ and let $v=\dot x_f=\lambda/\sqrt t$. A time derivative at fixed $x$ equals one at fixed $y$ minus $v\,\partial_y$. Thus

$$D_aa_{yy}+va_y-a_t\big|_y=kab,$$

with a similar equation for $b$. Relative to $D_aa_{yy}\sim D_aa/w^2$, the motion term is of size $vw/D_a$ and the time derivative is of size $w^2/(D_at)$. In terms of

$$\varepsilon=\frac{w}{\sqrt{D_at}},$$

these are $(\lambda/\sqrt{D_a})\,\varepsilon$ and $\varepsilon^2$. If $w\propto t^{1/6}$, then $\varepsilon\propto t^{-1/3}$ and both terms fade. The same must hold with $D_b$, so very unequal diffusivities delay the scaling regime. At leading order

$$D_aa_{yy}=D_bb_{yy}=kab .$$

Therefore $D_aa-D_bb$ has zero second derivative and is linear in $y$. Its slope must match the outer flux, and its zero must match the outer front:

$$D_aa-D_bb=-Jy .$$

Now define dimensionless functions by

$$D_aa=Jw\,A(z),\qquad D_bb=Jw\,B(z),\qquad z=\frac yw .$$

The diffusion term becomes $D_aa_{yy}=(J/w)A''$, and the reaction term becomes $kab=kJ^2w^2AB/(D_aD_b)$. Equal prefactors require

$$w=\left(\frac{D_aD_b}{kJ}\right)^{1/3}=\left(\frac{D_aD_b}{kj_0}\right)^{1/3}t^{1/6} .$$

What remains has no parameters:

$$A''=AB,\qquad B=A+z,\qquad A\to0\ (z\to\infty),\qquad A+z\to0\ (z\to-\infty).$$

The rate is consequently

$$R=\frac Jw\,F(z),\quad F=AB,\qquad \frac Jw=j_0^{4/3}\left(\frac{k}{D_aD_b}\right)^{1/3}t^{-2/3} .$$

The exponents follow provided a suitable profile exists. Put $S=(A+B)/2$, so $A=S-z/2$ and $B=S+z/2$. Then

$$S''=S^2-\frac{z^2}{4},\qquad S-\frac{|z|}{2}\to0\quad(|z|\to\infty).$$

The function $|z|/2$ solves this equation except at its upward kink, so it is a lower solution. For an upper solution try $U=\sqrt{z^2/4+c}$. Since $U'=z/(4U)$,

$$U''=\frac1{4U}-\frac{z^2}{16U^3}=\frac{4U^2-z^2}{16U^3}=\frac{c}{4U^3} .$$

An upper solution needs $U''\le U^2-z^2/4=c$, that is $4U^3\ge1$. The smallest $U$ is $\sqrt c$, so $c=4^{-2/3}$ suffices. On any finite interval the lower and upper solution theorem supplies a solution between the two. On the whole family $0\le S''\le c$, so as the interval grows a subsequence converges to a solution on the full line. It has the required limits, because $U-|z|/2\to0$.

Only one such solution has non-negative $A$ and $B$. If $S_1$ and $S_2$ were two, their difference $d$ would satisfy $d''=(S_1+S_2)d$ and vanish at both ends. At a positive maximum $d''\le0$, but there $S_1>S_2\ge0$ makes the right side positive. Exchanging the labels excludes a negative minimum, so $d=0$. Since $S(-z)$ is also a solution, $S$ is even, and so is $F=S^2-z^2/4$. The reaction zone is symmetric at leading order even when the diffusivities and concentrations are not.

The area of $F$ is fixed:

$$\int_{-\infty}^{\infty}F\,dz=\int_{-\infty}^{\infty}A''\,dz=A'(\infty)-A'(-\infty)=0-(-1)=1 .$$

Thus $\int R\,dx=J$, as consumption requires. On the far right $A$ is small and $A''\approx zA$, the Airy equation. The minority species therefore decays as $z^{-1/4}\exp(-\tfrac23z^{3/2})$, fast enough for the rms width to be finite.

At the centre, $S'=0$ and $S''=S_0^2$, with $S_0=S(0)$, so $F''(0)=2S_0^3-\tfrac12$. Solving the boundary-value problem by collocation on $0\le z\le12$, with $A'(0)=-\tfrac12$ from evenness and $A(12)=0$, gives $S_0=0.5454$. Hence $F''(0)<0$, and the computed $F$ falls steadily away from $z=0$. Its height is $F(0)=S_0^2=0.2974$. Its rms width is $\sigma=(\int z^2F\,dz)^{1/2}=1.379$. The leading-order laws, with their prefactors, are

$$W=1.379\left(\frac{D_aD_b}{kj_0}\right)^{1/3}t^{1/6},\qquad R_{\max}=0.2974\,j_0^{4/3}\left(\frac{k}{D_aD_b}\right)^{1/3}t^{-2/3}.$$

Here $W$ is the rms width about the front centre. The centre itself travels as $t^{1/2}$ when $\lambda\ne0$, much faster than the zone spreads.

The opening case shows where the late law takes over. There $j_0=c_0\sqrt{D/\pi}$, which turns the peak law into $0.2974\,kc_0^2(\pi kc_0t)^{-2/3}$. It meets the early value $kc_0^2/4$ when $\pi kc_0t=(0.2974/0.25)^{3/2}=1.30$, or $kc_0t=0.41$. This marks the crossover; neither approximation is accurate there. At late times the error should be of order $\varepsilon^2$: the motion term is absent, the neglected time derivative is of relative size $\varepsilon^2$, and the next term in the error function is smaller than the linear one by the same order. Numerical solution of the full equations gives a peak above the law by 0.784% at $kc_0t=300$ and by 0.167% at 3000. Between these times the error falls as about $t^{-0.67}$, close to the expected $\varepsilon^2\propto t^{-2/3}$.

For a moving example, consider a metal ion A being bound by a ligand B in a water-based gel. Rough typical diffusivities are $D_a=10^{-5}$ and $D_b=5\times10^{-6}$ cm²/s. Take $a_0=b_0=1$ mmol/L and $k=1000$ L/(mol s), so $1/(ka_0)=1$ s. Since $a_0\sqrt{D_a}>b_0\sqrt{D_b}$, the front moves into the ligand. A numerical root of the flux condition gives

$$\lambda=0.12914\sqrt{D_a},\qquad j_0=0.48463\,a_0\sqrt{D_a},\qquad \sqrt{D_a}=3.162\times10^{-3}\ \mathrm{cm/s^{1/2}} .$$

At one hour $\sqrt t=60$ s$^{1/2}$. With $a_0=10^{-6}$ mol/cm³ and $k=10^6$ cm³/(mol s),

$$J=\frac{0.48463\times10^{-6}\times3.162\times10^{-3}}{60}=2.554\times10^{-11}\ \mathrm{mol/(cm^2\,s)},$$

$$w=\left(\frac{5\times10^{-11}}{10^6\times2.554\times10^{-11}}\right)^{1/3}\mathrm{cm}=0.01251\ \mathrm{cm}.$$

So $W=1.379\times125.1=172.5$ µm, or 0.173 mm. The peak rate is $0.2974J/w=0.607$ µmol/(L s), and the front has moved $2\lambda\sqrt t=490$ µm.

The full equations were also integrated by finite differences, with $x/\sqrt t$ and $\ln t$ as variables and 1001 grid points. The table gives $W$ in µm and $R_{\max}$ in µmol/(L s).

| $t$ (s) | $W$, law | $W$, full | $R_{\max}$, law | $R_{\max}$, full |
|---:|---:|---:|---:|---:|
| 60 | 87.2 | 87.9 | 9.307 | 9.449 |
| 600 | 128.0 | 128.5 | 2.005 | 2.007 |
| 3600 | 172.5 | 173.0 | 0.607 | 0.607 |
| 36000 | 253.3 | 253.6 | 0.131 | 0.131 |

From 600 to 36000 s the full solution gives average exponents 0.1659 and −0.6670, against 0.1667 and −0.6667. A sixtyfold increase in time does not quite double the width, so measuring the exponent $1/6$ requires a long time span and good resolution.

The peak error is not monotonic: the full peak lies 1.5% above the law at one minute and 0.1% below it at one hour. Halving the number of grid points changes widths and peaks by at most 0.047%, less than either difference.

A real gel departs from the model in several ways. Binding rate constants vary widely between metal–ligand pairs. At fixed diffusivities and concentrations $W\propto k^{-1/3}$, so a thousandfold larger $k$ makes the late-time front ten times thinner. Temperature acts through both $k$ and the diffusivities. If the latter share one temperature factor, $j_0\propto D^{1/2}$ gives $W\propto k^{-1/3}D^{1/2}$. For assumed activation energies of 50 kJ/mol for $k$ and 18 kJ/mol for diffusion, a uniform rise of 1 K from 298 K changes the width by

$$\frac{-50000/3+18000/2}{8.314\times298.15^2}=-1.04\% .$$

Even in an unbounded medium, dissociation of C eventually ends the scaling. Let its binding constant be $K=10^8$ L/mol and its diffusivity $D_c=5\times10^{-6}$ cm²/s, both assumed. Product released at the front with flux $J$ diffuses away on both sides. Its outer profiles have the same error-function form, now with a constant concentration $C_0$ at the front. Adding the two outward fluxes gives

$$C_0\sqrt{\frac{D_c}{\pi}}\left[g\!\left(\frac{\lambda}{\sqrt{D_c}}\right)+e^{-\lambda^2/D_c}\frac{1}{\mathrm{erfc}(-\lambda/\sqrt{D_c})}\right]=j_0 ,$$

so $C_0=0.602$ mmol/L. This is the limit of a very thin zone; at one hour the finite zone width keeps the highest concentration of C about 6% lower. The estimated back rate $kC_0/K=0.0060$ µmol/(L s) is about 1% of the peak rate at one hour. Including dissociation in the full equations lowers the net peak by 0.18% and widens the front at half height by 0.12%. But the back rate approaches a constant while the peak rate falls as $t^{-2/3}$. Extrapolation makes them equal after 42 days. The irreversible law fails gradually: in the full equations, dissociation lowers the net peak by about 6% at 10 days and 15% at 42 days, when the front is also about 12% wider at half height. Once local equilibrium $ab=c/K$ replaces the finite rate, the diffusion problem has no fixed length, and its front width must grow as $t^{1/2}$.

The other omissions can also be estimated, under stated conditions. The reactants are ions, and unequal diffusion creates an electric field. With 0.1 mol/L of a singly charged salt, whose ions diffuse at $2\times10^{-5}$ cm²/s, a doubly charged A carries about 1% of the ionic current, which sets the rough size of the field effect. Without added salt this estimate does not apply. A tube reaching 5 cm to each side is effectively infinite for ten hours: the depletion of A at its end, from the outer solution, is $3\times10^{-9}a_0$.

The gel matters because it suppresses buoyant flow. For a density step $\Delta\rho=10^{-4}$ g/cm³, viscosity $\mu=0.01$ g/(cm s) and permeability $\kappa=10^{-12}$ cm², Darcy's estimate $\kappa\,\Delta\rho\,g_0/\mu$, with $g_0$ the acceleration of gravity, gives a shift of 0.35 nm in an hour. Replacing $\kappa$ by $r^2/8$ for an open tube of radius $r=0.1$ cm gives 123 µm/s. This is the speed of one-way flow; in a closed tube the two liquids must pass each other and move several times more slowly. Where the density step can drive flow, even that would cross the front width within roughly ten to forty seconds, depending on the flow pattern, and destroy the diffusive law.

The mean-field rate also needs many molecules and thorough mixing between reactions. At one hour the concentration of A at the front centre is $S_0Jw/D_a$, so a volume $w^3$ holds about $2\times10^{10}$ molecules, with relative counting noise near $7\times10^{-6}$. For a contact distance of 0.5 nm, the diffusion-limited rate constant $4\pi(D_a+D_b)r_cN_A$ is $5.7\times10^9$ L/(mol s), far above the chosen $k$. Most encounters therefore do not react, and diffusion has time to restore the local mixing that $R=kab$ assumes.
